\section*{Density-matrix decay and exchange cutoff on a two-band chain}

\section{Question}

An insulating chain has two bands separated by a gap $E_g$. How fast does its one-particle density matrix decay with distance, and how does the decay length depend on the gap? If exchange is summed over pairs of sites, beyond what distance does every pair contribute less than a chosen energy $\eta$? As a concrete case, take hopping $t=0.1$ hartree, site spacing $a=2.5$ bohr, $E_g=0.1$ hartree and $\eta=10^{-6}$ hartree. These are round model parameters.

\section{Answer}

\subsection{The model and its density matrix}

Hartree atomic units are used. The chain is infinite, with one real orthogonal orbital on each site $j$. The site energies are $Ds_j$ with $s_j=(-1)^j$ and $D>0$, and neighbours are coupled by $-t$ with $t>0$. The chain is half filled, closed-shell and at zero temperature. This Hamiltonian is a given mean-field one: exchange is evaluated with its orbitals and is not fed back into it.

Write $H=DS+T$, where $S$ multiplies site $j$ by $s_j$ and $T$ is the hopping. Since $T$ connects only sites of opposite $s_j$, $ST=-TS$. The cross terms in the square cancel:
\begin{equation}
H^2=D^2+D(ST+TS)+T^2=D^2+T^2 .
\end{equation}
On a plane wave $e^{iqj}$, $T$ gives $-2t\cos q$, so $H^2$ has the eigenvalue $E_q^2=D^2+4t^2\cos^2q$. The waves $q$ and $q+\pi$ are mixed by $S$. In this two-dimensional space both $S$ and $T$ have zero trace, so the energies are $+E_q$ and $-E_q$. They are closest at $q=\pi/2$, where $E_g=2D$.

The density matrix per spin, $P$, projects on the negative energies:
\begin{equation}
P=\tfrac12\left(1-H|H|^{-1}\right),\qquad |H|=\sqrt{D^2+T^2}.
\end{equation}
The matrix $|H|^{-1}$ depends only on the separation $n$ of two sites. Its elements are
\begin{equation}
G(n)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{e^{iqn}}{\sqrt{D^2+4t^2\cos^2q}} .
\end{equation}
The square root has period $\pi$ in $q$, while $e^{iqn}$ changes sign under $q\to q+\pi$ if $n$ is odd. Hence $G(n)=0$ for odd $n$. Inserting $H=DS+T$ gives
\begin{equation}
P_{j,j+n}=\tfrac12\delta_{n0}-\tfrac12Ds_jG(n)+\tfrac t2\,[G(n+1)+G(n-1)] .
\label{eq:P}
\end{equation}
The second term acts at even $n$ and the third at odd $n$.

\subsection{From the gap to a decay length}

Define
\begin{equation}
s=\sinh\mu=\frac{D}{2t}=\frac{E_g}{4t}.
\label{eq:mu}
\end{equation}
For $n=2m\ge0$, use $4t^2\cos^2q=2t^2(1+\cos2q)$ and put $2q=\theta+\pi$. The exponential supplies $(-1)^m$, and the radicand becomes $D^2+2t^2-2t^2\cos\theta$. Because $D^2+2t^2=t^2(4s^2+2)=2t^2\cosh2\mu$,
\begin{equation}
G(2m)=\frac{(-1)^m}{t}g_m,\qquad
g_m=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{e^{im\theta}}{\sqrt{2\cosh2\mu-2\cos\theta}} .
\end{equation}

Now move the contour into the upper half-plane. The sides at $\theta=\pm\pi+iy$ cancel by periodicity, and the far end vanishes because the integrand falls at least as $e^{-y/2}$. What remains is the cut $\theta=iy$, $y>2\mu$. Just to its right the square root is $+i\rho$ and just to its left $-i\rho$, with $\rho=\sqrt{2\cosh y-2\cosh2\mu}$. The original integral equals the upward integral on the right minus the upward integral on the left:
\begin{equation}
g_m=\frac1{2\pi}\int_{2\mu}^{\infty}i\,dy\,e^{-my}\left[\frac1{i\rho}-\frac1{-i\rho}\right]
=\frac1\pi\int_{2\mu}^{\infty}\frac{e^{-my}}{\rho}\,dy .
\end{equation}
With $y=2u$, the identity $\cosh2u=1+2\sinh^2u$ gives $\rho=2\sqrt{\sinh^2u-s^2}$, and $dy=2\,du$ cancels the factor 2:
\begin{equation}
g_m=\frac1\pi\int_\mu^\infty\frac{e^{-2mu}}{\sqrt{\sinh^2u-s^2}}\,du .
\end{equation}

At even $n=2m$, the factor in Eq.~\eqref{eq:P} is $D/(2t)=s$. At odd $n=2m+1$, the alternating signs leave $(-1)^m(g_m-g_{m+1})/2$, and $e^{-2mu}-e^{-2(m+1)u}=2e^{-nu}\sinh u$. Therefore
\begin{align}
P_{j,j+2m}&=\tfrac12\delta_{m0}-s_j(-1)^mF_{2m}, &
F_n&=\frac1\pi\int_\mu^\infty\frac{s\,e^{-nu}\,du}{\sqrt{\sinh^2u-s^2}}\quad(n\text{ even}),\label{eq:even}\\
P_{j,j+2m+1}&=(-1)^mF_{2m+1}, &
F_n&=\frac1\pi\int_\mu^\infty\frac{\sinh u\;e^{-nu}\,du}{\sqrt{\sinh^2u-s^2}}\quad(n\text{ odd}).\label{eq:odd}
\end{align}
Negative separations follow from the symmetry of $P$. For $n\ge1$, $F_n=|P_{j,j+n}|$ is the same on both kinds of site.

For large $n$ the region near $u=\mu$ dominates. Set $u=\mu+x$. Then $\sinh^2u-s^2\simeq x\sinh2\mu$, and the numerator factor is $s$ for either parity. Using $\int_0^\infty x^{-1/2}e^{-nx}dx=\sqrt{\pi/n}$ and $\sinh2\mu=2s\cosh\mu$,
\begin{equation}
F_n\simeq\frac{s\,e^{-\mu n}}\pi\sqrt{\frac{\pi}{2ns\cosh\mu}}
=\sqrt{\frac{\tanh\mu}{2\pi n}}\;e^{-\mu n}\qquad(n\gg1,\ \mu n\gg1).
\label{eq:asym}
\end{equation}
The distance is $R=na$, so the exponential decay length is
\begin{equation}
\xi=\frac a\mu=\frac{a}{\operatorname{arsinh}(E_g/4t)} .
\label{eq:xi}
\end{equation}

For $E_g\ll4t$ this becomes $\xi\simeq4ta/E_g$. The gapless band $-2t\cos(ka)$ has slope $v=2ta$ at $ka=\pi/2$, so the same result reads $\xi\simeq2v/E_g$: a velocity divided by an energy. For $E_g\gg4t$, $\operatorname{arsinh}s\simeq\ln2s$ and $\xi\simeq a/\ln(E_g/2t)$. The inverse law thus gives way to a slow logarithm once the decay length is below a site spacing.

\subsection{A bound that holds at every distance}

Equation~\eqref{eq:asym} needs $\mu n\gg1$, which a practical cutoff may not satisfy. A bound for all $n\ge1$ follows from Eqs.~\eqref{eq:even} and \eqref{eq:odd}. The power series of $\sinh u/u$ has positive coefficients, so this ratio increases with $u$, and $\sinh u/s\ge u/\mu$ for $u\ge\mu$. Hence
\begin{align}
\frac{s}{\sqrt{\sinh^2u-s^2}}&=\frac1{\sqrt{(\sinh u/s)^2-1}}\le\frac{\mu}{\sqrt{u^2-\mu^2}},\\
\frac{\sinh u}{\sqrt{\sinh^2u-s^2}}&=\frac1{\sqrt{1-(s/\sinh u)^2}}\le\frac{u}{\sqrt{u^2-\mu^2}} .
\end{align}
Substitute $u=\mu\cosh z$, for which $du/\sqrt{u^2-\mu^2}=dz$. The integrals become the modified Bessel functions
\begin{equation}
K_0(x)=\int_0^\infty e^{-x\cosh z}dz,\qquad K_1(x)=\int_0^\infty e^{-x\cosh z}\cosh z\,dz .
\end{equation}
The even elements are bounded by $\mu K_0(\mu n)/\pi$ and the odd ones by $\mu K_1(\mu n)/\pi$. Since $\cosh z\ge1$ implies $K_0\le K_1$, both parities obey
\begin{equation}
F_n\le\frac\mu\pi K_1(\mu n).
\label{eq:bound}
\end{equation}

With $w=\sinh z$,
\begin{equation}
xK_1(x)=x\int_0^\infty e^{-x\sqrt{1+w^2}}dw\le x\int_0^\infty e^{-xw}dw=1,
\end{equation}
so $F_n\le1/(\pi n)$ whatever the gap. When the gap closes, $s$ and $\mu$ go to zero and Eq.~\eqref{eq:odd} gives $F_n\to1/(\pi n)$ at odd $n$. The exponential decay is then replaced by a power law.

\subsection{From the density matrix to exchange}

For doubly occupied real orbitals $\phi_b=\sum_jc_{jb}\chi_j$, the exchange energy is minus the sum over all ordered pairs $b,c$ of occupied orbitals of the self-repulsion of $\phi_b\phi_c$. The prefactor is $\frac12$ for each of two spins. Neglect of differential overlap retains only $\chi_j^2$ in these products. With $P_{ij}=\sum_bc_{ib}c_{jb}$,
\begin{equation}
E_x=-\sum_{bc}\sum_{ij}c_{ib}c_{ic}\,v_{ij}\,c_{jb}c_{jc}=-\sum_{ij}P_{ij}^2v_{ij}.
\end{equation}
Take $v_{ij}=1/R_{ij}$ between different sites and leave the on-site term aside. Each unordered pair occurs twice in the sum, so it lowers the energy by
\begin{equation}
w_n=\frac{2F_n^2}{na}.
\label{eq:w}
\end{equation}

The same square forms the exchange hole. Around an electron on site $i$, the same-spin hole on site $j$ is $-P_{ij}^2/P_{ii}$. Because $P$ is a projector, $\sum_jP_{ij}^2=(P^2)_{ii}=P_{ii}$, and the hole sums to $-1$. By Eq.~\eqref{eq:asym} its tail goes as $e^{-2R/\xi}/R$, with exponential length $\xi/2$; the pair energy has one further factor $1/R$.

\subsection{The cutoff distance}

Equations~\eqref{eq:bound} and \eqref{eq:w} give
\begin{equation}
w_n\le\bar w(n)=\frac{2\mu^2K_1(\mu n)^2}{\pi^2na}.
\end{equation}
This function decreases with $n$. If $n_c$ solves $\bar w(n_c)=\eta$, every pair beyond $R_c=n_ca$ contributes less than $\eta$.

A closed estimate follows by putting Eq.~\eqref{eq:asym} into Eq.~\eqref{eq:w}:
\begin{equation}
\frac{\tanh\mu}{\pi an^2}e^{-2\mu n}=\eta
\quad\Longrightarrow\quad
ne^{\mu n}=A,\qquad A=\sqrt{\frac{\tanh\mu}{\pi a\eta}} .
\end{equation}
Multiplying by $\mu$ gives $(\mu n)e^{\mu n}=\mu A$. The Lambert function $W$ is defined by $We^W=x$, so
\begin{equation}
R_c\simeq\xi\,W(\mu A).
\label{eq:lambert}
\end{equation}
Unlike the root of $\bar w$, this is an estimate and carries no guarantee.

For the stated chain, $s=0.1/0.4=0.25$ and $\mu=0.2475$. Thus $\xi=2.5/0.2475=10.1$ bohr, or $5.35$ \AA. Next,
\begin{equation}
A=\sqrt{\frac{0.2425}{\pi\times2.5\times10^{-6}}}=175.7,\qquad \mu A=43.5,\qquad W=2.758,
\end{equation}
and Eq.~\eqref{eq:lambert} gives $27.9$ bohr. The guaranteed cutoff is $n_c=11.51$, or $R_c=28.8$ bohr ($15.2$ \AA). The actual pair energies bracket the threshold: $w_{11}=1.40\times10^{-6}$ and $w_{12}=0.52\times10^{-6}$ hartree. The cutoff is a little under three decay lengths.

The drop from $n=11$ to $12$ is steep partly because of parity. The numerator $\sinh u$ in Eq.~\eqref{eq:odd} exceeds the $s$ in Eq.~\eqref{eq:even}, which favours odd separations until $\mu n$ is large.

\subsection{How the cutoff scales}

At fixed $t$, $a$ and $\eta=10^{-6}$ hartree, the lengths in bohr are:
\begin{center}
\begin{tabular}{ccccc}
$E_g$ (hartree) & $\xi$ & guaranteed $R_c$ & Eq.~\eqref{eq:lambert} & last pair with $w_n\ge\eta$\\
0.40 & 2.84 & 12.2 & 11.8 & 10.0\\
0.20 & 5.20 & 18.7 & 18.1 & 17.5\\
0.10 & 10.1 & 28.8 & 27.9 & 27.5\\
0.05 & 20.1 & 42.9 & 40.9 & 42.5\\
0.02 & 50.0 & 66.0 & 60.0 & 62.5
\end{tabular}
\end{center}
When the gap falls by a factor of 20, $\xi$ grows about 18-fold but $R_c$ only 5.4-fold. Equation~\eqref{eq:lambert} shows why: $\mu A$ falls with the gap, and $W$ falls with it, offsetting part of the growth of $\xi$.

At the two smallest gaps the closed estimate lies short of a pair that is still above threshold. Both missed pairs are odd. Keeping the next order in $x=u-\mu$ multiplies Eq.~\eqref{eq:asym} by about $1+(3\coth\mu-\tanh\mu)/(8n)$ at odd $n$ and $1-(\coth\mu+\tanh\mu)/(8n)$ at even $n$, so the asymptotic form underestimates the odd elements. At these two gaps $\mu n_c$ is only 2.1 and 1.3 and the underestimate is large. It shrinks as $\mu n$ grows but keeps its sign, so at larger gaps too some thresholds leave an odd pair just beyond the estimate. The guaranteed root remains safe.

The cutoff does not diverge as the gap closes. Since $xK_1(x)\le1$, the bound itself obeys $\bar w(n)\le2/(\pi^2n^3a)$, so for any gap its root satisfies
\begin{equation}
n_c\le n_{\rm cap}=\left(\frac{2}{\pi^2a\eta}\right)^{1/3}.
\end{equation}
Here $n_{\rm cap}=43.3$, or 108 bohr. For a small enough gap the threshold is reached through the power law, before exponential decay sets in.

At a fixed nonzero gap the cutoff grows at most logarithmically as the threshold is lowered. The prefactor of that logarithm is set by $\xi$, so as the gap closes the dependence approaches instead the power law $\eta^{-1/3}$ of $n_{\rm cap}$. In the integral for $K_1$, raising $n$ by $\Delta$ multiplies the integrand by $e^{-\mu\Delta\cosh z}\le e^{-\mu\Delta}$. Consequently
\begin{equation}
\bar w(n+\Delta)\le e^{-2\mu\Delta}\,\bar w(n),
\label{eq:ratio}
\end{equation}
and lowering $\eta$ by a factor $f$ moves $R_c$ outward by at most $(\xi/2)\ln f$. At $E_g=0.1$ hartree, $R_c$ is 13.9, 28.8 and 46.7 bohr for $\eta=10^{-4}$, $10^{-6}$ and $10^{-8}$ hartree. The last step is 18.0 bohr, within the limit $5.05\ln100=23.3$ bohr.

\subsection{What is neglected, and where the estimate stops}

A threshold per pair is not a threshold for the total. There is one pair per site for each $n$, so if pairs up to $n=N$ are kept, Eq.~\eqref{eq:ratio} with $\Delta=1$ and a geometric series give
\begin{equation}
\sum_{n>N}w_n\le\frac{\bar w(N+1)}{1-e^{-2\mu}} .
\end{equation}
For small $\mu$ the denominator is about $2\mu$, so this bound diverges as the gap closes and becomes loose; the loss itself stays finite. From $w_n\le2/(\pi^2n^3a)$ and $\sum_{n>N}n^{-3}\le\int_N^\infty n^{-3}dn=1/(2N^2)$, it is at most $1/(\pi^2aN^2)$ at any gap. In the gapless limit the even elements vanish, since $\mu K_0(\mu n)\to0$, and the odd pairs beyond $N=43$ sum to about $1\times10^{-5}$ hartree per site, some ten times $\eta$. In the example with $N=11$, the bound is $1.8\times10^{-6}$ hartree per site and the actual loss is $1.2\times10^{-6}$, slightly more than $\eta$. This is about $2\times10^{-5}$ of the intersite exchange energy, $-0.0741$ hartree per site. Around a low-energy site, a fraction $5.6\times10^{-5}$ of the exchange hole lies outside the cutoff.

In a hybrid functional with a full-range exchange fraction $\alpha$, each pair contributes $\alpha w_n$. For the same density matrix, $\eta$ is then replaced by $\eta/\alpha$. A screened interaction with $0\le v(R)\le1/R$ preserves the guarantee, though the cutoff may be longer than needed.

The numbers belong to this chain. A different band structure changes the relation between gap and decay length, and so does self-consistent exchange: besides shifting the gap and the neighbour hopping, its term $-P_{ij}v_{ij}$ couples second, third and more distant neighbours, so Eq.~\eqref{eq:xi} cannot be reused by merely inserting a new gap and hopping. The numerical check compares the density matrix, decay lengths and cutoffs with diagonalized rings, and the exchange energy with an explicit sum over occupied orbitals.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 0.100 hartree
site spacing a = 2.50 bohr
reference gap = 0.100 hartree = 2.721 eV
pair threshold eta = 1.0e-06 hartree
sinh(mu) = 0.2500, mu = 0.24747 per site
tanh(mu) = 0.24254
decay length xi = 10.102 bohr = 5.346 angstrom
exchange-hole exponential length xi/2 = 5.051 bohr
Reference chain: n, |P_n|, Bessel bound on |P_n|, w_n (hartree)
   1  2.9608e-01  2.9849e-01  7.013e-02
   2  7.0457e-02  7.3483e-02  1.986e-03
   5  3.1984e-02  3.2301e-02  1.637e-04
   6  1.6860e-02  1.7177e-02  3.790e-05
  10  4.9865e-03  5.0610e-03  1.989e-06
  11  4.3827e-03  4.4267e-03  1.397e-06
  12  2.7952e-03  2.8344e-03  5.209e-07
  13  2.4184e-03  2.4427e-03  3.599e-07
Lambert: A = 175.73, mu A = 43.487, W = 2.7580
Lambert cutoff = 11.14 sites = 27.86 bohr
guaranteed cutoff = 11.51 sites = 28.78 bohr = 15.23 angstrom
last pair above eta: n = 11
gap-independent cap = 43.28 sites = 108.19 bohr
gapless ring, last pair above eta: n = 43
Gap scan, lengths in bohr: gap (hartree), xi, xi from ring, 4ta/Eg
  0.40  2.836  2.839  2.500
  0.20  5.195  5.198  5.000
  0.10  10.102  10.108  10.000
  0.05  20.052  20.062  20.000
  0.02  50.021  50.051  50.000
Cutoffs in bohr: gap (hartree), guaranteed, Lambert, last pair, mu*n
  0.40  12.21  11.78  10.0  4.31
  0.20  18.67  18.15  17.5  3.59
  0.10  28.78  27.86  27.5  2.85
  0.05  42.89  40.89  42.5  2.14
  0.02  66.05  60.03  62.5  1.32
Threshold scan at reference gap: eta (hartree), cutoff, last pair (bohr)
  1e-04  13.86  12.5
  1e-06  28.78  27.5
  1e-08  46.74  45.0
cutoff shift from 1e-6 to 1e-8 hartree = 17.96 bohr, limit 23.26 bohr
intersite exchange per site = -0.074091 hartree
pairs kept up to n = 11
neglected exchange per site = 1.221e-06 hartree, bound 1.838e-06 hartree
occupation per spin: low site 0.71850, high site 0.28150
hole fraction outside cutoff, low site = 5.605e-05
\end{verbatim}
